# Where flicker noise meets thermal noise in a two-dimensional channel

## Problem

A transistor has a monolayer semiconductor channel on an oxide. At temperature \(T=300\) K and a drain bias \(V=20\) mV its channel conductance is \(G=10\) µS. A spectrum analyser reports the spectral density of the drain current, defined so that its integral over positive frequencies is the mean square of the fluctuating current. The flicker part of this density is \(A=1.0\times10^{-20}\) A²/Hz at \(f_1=1\) Hz and falls as \(1/f\):

\[
S_{\rm fl}(f)=A\,\frac{f_1}{f}.
\]

(a) At what frequency \(f_c\) does the thermal noise of the channel equal the flicker noise?

(b) Which traps in the oxide could produce this flicker noise, and how far does the answer to (a) depend on the assumed \(1/f\) law?

Take the bias as small enough for the equilibrium formula for thermal noise, the conductance as independent of frequency, and the amplifier as noiseless. The first assumption is examined below.

## A tempting solution that contains an error

Connect a capacitor \(C\) across the channel, with no bias. Thermal equilibrium gives its voltage \(u\) the mean square \(\langle u^2\rangle=kT/C\). The channel acts as a conductance \(G\) in parallel with a random current source \(i(t)\), so that

\[
C\frac{du}{dt}+Gu=i(t).
\]

At frequency \(f\) the voltage amplitude is the current amplitude divided by \(G+2\pi \mathrm{i} fC\). If the source has a constant density \(S\), then

\[
\frac{kT}{C}=\int_{-\infty}^{\infty}\frac{S\,df}{G^2+(2\pi fC)^2}=\frac{S}{2GC},
\qquad S=2kTG .
\]

With \(kT=4.142\times10^{-21}\) J this is \(8.28\times10^{-26}\) A²/Hz. Setting \(Af_1/f=S\) gives

\[
f=\frac{10^{-20}}{8.28\times10^{-26}}\ \text{Hz}\approx121\ \text{kHz}.
\]

## Where it goes wrong

The circuit equation, the integral and the value \(2kTG\) are all correct. The fault is in the last step, which compares two densities of different kinds.

The integral ran over negative as well as positive frequencies, so \(2kTG\) is a two-sided density. The analyser's density is one-sided: positive frequencies alone account for the whole mean square. A real current has equal two-sided densities at \(f\) and \(-f\). A narrow band of width \(\Delta f\) therefore holds the mean square

\[
S_{\text{two-sided}}(f)\,\Delta f+S_{\text{two-sided}}(-f)\,\Delta f
=2S_{\text{two-sided}}(f)\,\Delta f ,
\]

and the analyser calls the same quantity \(S_{\text{one-sided}}(f)\,\Delta f\). Hence \(S_{\text{one-sided}}=2S_{\text{two-sided}}\). The wrong solution halved the thermal noise but not the flicker noise, which doubled the crossing frequency.

Either density may be converted. Halving \(A\) and keeping \(2kTG\) gives the same crossing as keeping \(A\) and using \(4kTG\).

## Solution of part (a)

**Thermal noise.** The energy of the capacitor is \(Cu^2/2\), so the probability of a voltage \(u\) is proportional to \(e^{-Cu^2/2kT}\). Since

\[
\frac{d}{du}e^{-Cu^2/2kT}=-\frac{Cu}{kT}\,e^{-Cu^2/2kT},
\]

integration by parts, with a boundary term that vanishes at large \(|u|\), gives

\[
\int_{-\infty}^{\infty}u^2e^{-Cu^2/2kT}du
=\frac{kT}{C}\int_{-\infty}^{\infty}e^{-Cu^2/2kT}du .
\]

Dividing by the integral on the right gives \(\langle u^2\rangle=kT/C\).

Now let \(S_{\rm th}\) be the one-sided density of the current source, and integrate over positive frequencies. With \(y=2\pi fC/G\) and \(df=G\,dy/(2\pi C)\),

\[
\int_0^\infty\frac{df}{G^2+(2\pi fC)^2}
=\frac{1}{2\pi GC}\int_0^\infty\frac{dy}{1+y^2}
=\frac{1}{2\pi GC}\,\frac{\pi}{2}=\frac{1}{4GC}.
\]

Therefore \(S_{\rm th}/(4GC)=kT/C\), and the capacitance cancels:

\[
S_{\rm th}=4kTG .
\]

This classical result requires \(hf\ll kT\). At the corner found below, \(hf/kT\approx10^{-8}\).

**The crossing.** Setting \(Af_1/f_c=4kTG\) gives

\[
f_c=f_1\,\frac{A}{4kTG}.
\]

The numbers are

\[
4kTG=4(4.142\times10^{-21}\ \text{J})(10^{-5}\ \text{S})=1.657\times10^{-25}\ \text{A}^2/\text{Hz},
\]

\[
f_c=\frac{1.0\times10^{-20}}{1.657\times10^{-25}}\ \text{Hz}=6.04\times10^4\ \text{Hz}\approx60\ \text{kHz}.
\]

**Reading the result.** The ratio of flicker to thermal density is \(f_c/f\). It is 60 at 1 kHz and 0.060 at 1 MHz. At \(f_c\) the total density is \(3.31\times10^{-25}\) A²/Hz, twice the thermal value.

Equal densities at one frequency do not mean equal noise in a band. Between \(f_1\) and \(f_c\) the flicker noise contributes the mean square

\[
\int_{f_1}^{f_c}\frac{Af_1}{f}\,df=Af_1\ln\frac{f_c}{f_1},
\]

while the thermal noise contributes nearly \(4kTGf_c=Af_1\). The flicker contribution is thus larger by a factor \(\ln(6.04\times10^4)\approx11\).

The thermal density corresponds to an amplitude of 0.41 pA/√Hz. If an amplifier adds a white density \(S_{\rm amp}\), the observed crossing moves to \(Af_1/(4kTG+S_{\rm amp})\). An amplifier as noisy as the channel would halve it.

**Dependence on bias.** The corner is not a constant of the material. Suppose the flicker noise comes from small fluctuations of the conductance that do not depend on the bias. At fixed voltage they give current fluctuations proportional to \(I=GV\), so \(A=KI^2\) with \(K\) constant, and

\[
f_c=f_1\frac{KG^2V^2}{4kTG}=f_1\frac{KGV^2}{4kT}.
\]

At fixed \(K\), \(G\) and \(T\), lowering the bias from 20 mV to 2 mV lowers the corner a hundredfold, to about 0.6 kHz. As \(V\to0\) this flicker noise vanishes and the thermal noise remains.

## Solution of part (b)

**One trap.** Let \(s(t)\) be 1 when an oxide trap holds an electron and 0 when it is empty. With capture rate \(r_c\) and emission rate \(r_e\), the probability \(P\) of occupation obeys

\[
\frac{dP}{dt}=r_c(1-P)-r_eP=-\frac{P-p}{\tau},\qquad
p=\frac{r_c}{r_c+r_e},\quad \tau=\frac{1}{r_c+r_e}.
\]

A trap that is full at time zero is full at time \(t\) with probability \(p+(1-p)e^{-t/\tau}\). The covariance is therefore

\[
\langle s(0)s(t)\rangle-p^2
=p\left[p+(1-p)e^{-t/\tau}\right]-p^2
=p(1-p)e^{-t/\tau}.
\]

The one-sided density is four times the cosine integral of the covariance over positive times. One factor of two comes from the equal contribution of negative times, the other from the one-sided convention. With \(\omega=2\pi f\),

\[
S_s=4p(1-p)\int_0^\infty e^{-t/\tau}\cos\omega t\,dt
=\frac{4p(1-p)\tau}{1+\omega^2\tau^2}.
\]

A single trap thus gives a plateau followed by a fall as \(1/f^2\), not a \(1/f\) law.

**Many traps.** Assume independent traps with a uniform density \(N_t\) per volume and energy. An electron reaches a trap at depth \(x\) by tunnelling, with \(\tau=\tau_0e^{x/\lambda}\) independent of energy. Spectra of independent traps add.

For the sum over energy, use \(p=1/(1+e^{(E-\mu)/kT})\), where \(\mu\) is the chemical potential. Then \(dp/dE=-p(1-p)/kT\), and \(p\) falls from 1 to 0 as \(E\) rises, so

\[
\int p(1-p)\,dE=kT\int_0^1dp=kT .
\]

For the sum over depth, \(dx=\lambda\,d\tau/\tau\), and

\[
\int\frac{4\tau}{1+\omega^2\tau^2}\,dx
=4\lambda\int_0^\infty\frac{d\tau}{1+\omega^2\tau^2}
=\frac{4\lambda}{\omega}\,\frac{\pi}{2}=\frac{\lambda}{f}.
\]

The limits 0 and \(\infty\) are justified when the shortest trap time is much less than \(1/\omega\) and the longest much greater. For a channel of width \(W\) and length \(L\), the density of the trapped-electron number is \(N_tWLkT\lambda/f\).

If each trapped electron removes one of the \(N\) channel electrons and leaves the mobility unchanged, the current changes by \(-I/N\). Squaring this factor gives

\[
S_{\rm fl}=\left(\frac{I}{N}\right)^2\frac{N_tWL\,kT\,\lambda}{f}.
\]

**Trap density.** Take \(W=L=1\) µm, a mobility \(\mu_e=30\) cm²/Vs, \(\lambda=0.10\) nm and \(\tau_0=10^{-10}\) s. With \(q\) the elementary charge, \(G=qn\mu_eW/L\) gives the sheet density

\[
n=\frac{10^{-5}\ \text{S}}{(1.602\times10^{-19}\ \text{C})(30\ \text{cm}^2/\text{Vs})}
=2.08\times10^{12}\ \text{cm}^{-2},
\]

so \(N=nWL\approx2.08\times10^4\). The current is \(I=GV=0.20\) µA, and \(A/I^2=2.5\times10^{-7}\) Hz⁻¹. Define the dimensionless number

\[
M=N_tWL\lambda kT=\frac{Af_1}{I^2}N^2
=(2.5\times10^{-7})(2.08\times10^4)^2\approx108 .
\]

With \(kT=0.02585\) eV, \(WL=10^{-8}\) cm² and \(\lambda=10^{-8}\) cm, this requires

\[
N_t=\frac{108}{(10^{-8})(10^{-8})(0.02585)}\ \text{eV}^{-1}\text{cm}^{-3}
\approx4.2\times10^{19}\ \text{eV}^{-1}\text{cm}^{-3}.
\]

**Trap depth.** The contribution per unit depth is proportional to \(\tau/(1+\omega^2\tau^2)\). Its derivative with respect to \(\tau\) has the sign of \(1-\omega^2\tau^2\), so the maximum lies at \(\omega\tau=1\), or

\[
x=\lambda\ln\frac{1}{2\pi f\tau_0}.
\]

This is 2.1 nm at 1 Hz and 1.0 nm at the corner. For independent traps, extrapolating from 1 Hz to 60 kHz therefore assumes that the trap density is the same at both depths. These depths belong to the tunnelling model and to the assumed \(\tau_0\): a factor \(10^3\) in \(\tau_0\) shifts both by 0.7 nm. The spectrum alone does not fix them. Traps at a single depth with \(\tau=\tau_0e^{E_a/kT}\) and uniformly spread activation energies \(E_a\) have \(dE_a=kT\,d\tau/\tau\) and give the same \(1/f\) law, with \(E_a=0.55\) eV at 1 Hz and 0.26 eV at the corner.

**Limit of the independent-trap model.** The traps are charged and interact. Treat the channel as a conducting plane and let \(\varepsilon=3.9\varepsilon_0\) be the oxide permittivity. An electron trapped at depth \(x\) raises the energy at a depth \(x'<x\) by an amount whose integral over the plane is \(q^2x'/\varepsilon\). The shallower traps are faster, and the mean number of them that empty in response is

\[
\int_0^xN_t\frac{q^2x'}{\varepsilon}\,dx'=\frac{x^2}{2\ell^2},\qquad \ell=\sqrt{\frac{\varepsilon}{q^2N_t}} .
\]

At the density found above \(\ell\approx2.3\) nm, so this number is 0.43 at 2.1 nm and 0.10 at 1.0 nm. Independence requires it to be much less than one, which fails at 1 Hz. Screening reduces the charge that reaches the channel, more at 1 Hz than at the corner, so even a uniform trap density would give less noise than the formula and a fall slower than \(1/f\). The size follows from treating the faster traps as a continuum. Between the channel and depth \(x\) the potential obeys \(\phi''=\phi/\ell^2\) with \(\phi(0)=0\), so \(\phi\propto\sinh(x'/\ell)\) and the charge induced in the channel is reduced by \(\phi'(0)/\phi'(x)=1/\cosh(x/\ell)\). The noise is reduced by the square of this factor, to about 0.46 of the formula at 1 Hz and 0.82 at 60 kHz. This corresponds to a mean exponent near 0.95; a spectrum of that shape with the value \(A\) at 1 Hz would cross the thermal noise near 110 kHz. Raising \(N_t\) does not restore the loss: with \(u=x/\ell\) the noise is proportional to \(u^2/\cosh^2u\), whose maximum is 0.44 at \(u\approx1.2\), while \(A\) requires 0.87. In this approximation no uniform trap density gives more than about half of \(A\) at 1 Hz for the assumed \(\tau_0\), \(\lambda\) and \(\varepsilon\). These figures are rough. The channel is not an ideal plane: its finite compressibility acts as an extra distance \(d=\varepsilon/(q^2\,dn/d\mu)\), about 0.3 nm for an electron mass of \(0.45\,m_e\) and fourfold degeneracy. The boundary condition becomes \(\phi(0)=d\,\phi'(0)\) and the factor \(1/[\cosh u+(d/\ell)\sinh u]\), which lowers 0.46 and 0.82 to about 0.39 and 0.74 and the largest attainable share of \(A\) to about 0.4. The continuum itself is crude, because \(N_tkT\ell^3\approx0.01\): very few thermally active traps lie within a screening length. The value of \(N_t\) is therefore a formal result of the independent-trap formula, not an estimate of the density in the oxide.

**If the density is not uniform.** Let it vary as \(e^{ax/\lambda}\), with \(|a|<1\). Since \(e^{x/\lambda}=\tau/\tau_0\), the depth integral gains a factor proportional to \(\tau^a\). With \(z=\omega\tau\),

\[
\int_0^\infty\frac{\tau^a\,d\tau}{1+\omega^2\tau^2}
=\omega^{-1-a}\int_0^\infty\frac{z^a\,dz}{1+z^2}.
\]

The flicker density then falls as \(f^{-\gamma}\) with \(\gamma=1+a\). Keeping its value at 1 Hz fixed, \(A(f_1/f_c)^\gamma=4kTG\) gives

\[
f_c=f_1\left(\frac{A}{4kTG}\right)^{1/\gamma}.
\]

For \(\gamma=0.9\) the corner is 205 kHz; for \(\gamma=1.1\) it is 22 kHz. The second case needs a trap density that grows by a factor \(e\) over \(\lambda/0.1=1\) nm. The sensitivity is large because the extrapolation spans 4.8 decades. Near \(\gamma=1\), \(d\ln f_c/d\gamma\approx-11\), so an error of 0.01 in the exponent moves the corner by about 11%.

## Smaller corrections

**Noise at finite bias.** Suppose that a single barrier limits the current. Electrons cross it independently in the two directions at rates \(\nu_+\) and \(\nu_-\), with \(\nu_+/\nu_-=e^{qV/kT}\). Then \(I=q(\nu_+-\nu_-)\). Each independent stream has one-sided shot noise \(2q^2\nu\), so

\[
S=2q^2(\nu_++\nu_-)
=2qI\,\frac{e^{qV/kT}+1}{e^{qV/kT}-1}
=2qI\coth\frac{qV}{2kT}.
\]

For small \(V\), \(\coth(qV/2kT)\approx2kT/(qV)\), and \(I=GV\) returns \(4kTG\). At 20 mV, with \(G\) read as the ratio \(I/V\), \(S\) is 4.9% above \(4kTG\), which lowers the corner to 57.5 kHz at fixed \(A\). Compared with the differential conductance instead, the ratio depends on how the bias divides across the barrier. The single barrier describes a device limited by one contact. When two contacts share the bias the excess depends on their type: it is 1.2% for two identical symmetric barriers and 4.9% for two back-to-back thermionic ones; in a long diffusive channel with a gate overdrive far above 20 mV the correction is negligible.

**Finite number of traps.** \(M\) is the mean number of traps per unit of \(\ln\tau\) and per \(kT\) of energy. One trap contributes \(w=4p(1-p)\tau/(1+\omega^2\tau^2)\). For randomly and independently placed traps, the mean and variance of the summed spectrum are the integrals of \(w\) and \(w^2\) over the trap distribution:

\[
\text{mean}=M\,\frac{2\pi}{\omega},\qquad
\text{variance}=M\int_0^1p(1-p)\,dp\int_0^\infty\frac{16\,\tau\,d\tau}{(1+\omega^2\tau^2)^2}
=M\,\frac16\,\frac{8}{\omega^2}.
\]

The relative variance is \(1/(3\pi^2M)\). Different traps dominate at 1 Hz and at the corner, so the two fluctuations are nearly independent and their relative variances add. With the 1 Hz value held at \(A\), the relative standard deviation of \(f_c\) is

\[
\sqrt{\frac{2}{3\pi^2M}}\approx2.5\%.
\]

At fixed trap density \(M\) is proportional to area. A channel of 100 nm by 100 nm would have \(M\approx1\); the spread of the corner would then be about 25%. One trap contributes at most \(w=1/(2\omega)\), a fraction \(1/(4\pi M)\approx7\%\) of the mean, so the spectrum would be a rippled \(1/f\) line; with equal amplitudes, single traps dominate only when \(M\) falls to about 0.1 or below. All these figures assume that every trap changes the current by the same \(I/N\). If the amplitude \(b\) varies from trap to trap, the relative variance is multiplied by \(\langle b^4\rangle/\langle b^2\rangle^2\). For exponentially distributed amplitudes this factor is 6, the 2.5% spread becomes about 6% at fixed \(M\) (about 9% if the mean amplitude stays \(I/N\) and \(A\) is fixed, since \(\langle b^2\rangle=2\langle b\rangle^2\) then halves \(M\)), and a single trap can already dominate part of the spectrum at \(M\approx1\).

**Leakage, heating and temperature.** A gate leakage of 1 nA with full shot noise, all reaching the drain, adds \(2q(1\ \text{nA})\), or 0.19% of the thermal density. Any flicker noise of the leakage is not included. The drain current dissipates \(IV=4\) nW. (The assumed leakage, driven by the gate overdrive of about 29 V that this carrier density needs on 300 nm of oxide, would add about 29 nW; the temperature rise would still be below 10 mK.) For vertical heat flow through 300 nm of oxide with conductivity 1.4 W/(m K), the temperature rise is

\[
\frac{(4\times10^{-9}\ \text{W})(3\times10^{-7}\ \text{m})}{(1.4\ \text{W/(m K)})(10^{-12}\ \text{m}^2)}\approx0.9\ \text{mK},
\]

which is negligible. A boundary conductance of about 14 MW/(m² K) between monolayer and oxide would add about 0.3 mK. At 400 K, with \(G\) and \(A\) held fixed, the corner would be 45 kHz. In the trap formula above, however, \(A\) is itself proportional to \(kT\), so at fixed \(N_t\), \(\lambda\), \(I\) and \(N\) the corner would stay at 60 kHz. In a device both \(G\) and \(A\) may change with temperature.

## Relation to a real device

The mobility, carrier density and oxide thickness are rough typical values for a monolayer MoS₂ transistor on silicon dioxide. The trap density was not measured: it is what the independent-trap formula needs to produce the chosen \(A\). It is high enough for the traps to screen one another, which that formula neglects. With screening included in the rough continuum estimate above, uniform tunnelling traps with the assumed parameters supply roughly half of \(A\) at most, so shallower traps, contacts or mobility fluctuations would have to supply the rest. The effect of amplifier noise depends on the amplifier. The corrections estimated above for finite bias (with \(G=I/V\)), trap placement (with equal trap amplitudes), leakage and heating are each about 5% or less for the values assumed; screening among the traps is not among these small corrections. The assumption of an exact \(1/f\) law can matter far more: real spectra can depart from it, and a departure of 0.1 in the exponent moves the corner from 60 kHz to 22 or 205 kHz. A corner inferred from a 1 Hz value is therefore an estimate; a spectrum measured up to the crossing removes the extrapolation.

Numerical values quoted here were computed with a short program.
